True muonium: levels, annihilation rates and the electron-loop energy shift, part 2

True muonium (TM) is the bound state of a μ⁻ and a μ⁺; positronium (Ps) is that of e⁻ and e⁺. It remains to (d) obtain the rate of TM → e⁺e⁻ from the virtual-annihilation energy shift and Π(s), (e) derive the electron-loop potential and its first-order 1S shift, comparing with the contact approximation and the scaled Ps value, and (f) estimate the accuracy of the lifetime and binding energy.

The constituent mass is m (m_μ for TM, m_e for Ps) and α = e²/(4πε₀ħc). Amplitudes use ħ = c = 1 and e² = 4πα; SI factors are restored by dimensions. Data: 1/α = 137.036, m_μc² = 105.658 MeV, m_ec² = 0.510999 MeV, m_μ/m_e = 206.768.

An electron loop multiplies the propagator of a photon of four-momentum q by 1/(1 − Π(s)) ≈ 1 + Π(s), where s = q² and

Π(s) = (2α/π) ∫₀¹ dx x(1−x) ln[1 − x(1−x)(s + i0)/m_e²].

Part (a), with ψ = (u(r)/r)Y_lm and r = aρ, gave

a = 2ħ/(mcα),

E_n = −mc²α²/(4n²),

|ψ_nS(0)|² = 1/(πa³n³) = m³c³α³/(8πħ³n³),

|ψ(0)|² = (m/4πħ²)⟨dV/dr⟩ for l = 0,

and u = 2ρe^(−ρ) for 1S, ρ(1 − ρ/2)e^(−ρ/2)/√2 for 2S, ρ²e^(−ρ/2)/√24 for 2P. For TM, a = 5.11855×10⁻¹³ m and the 1S binding energy is 1406.61 eV. Ps results involving only electrons and photons carry over to TM's muons and photons with m_e → m_μ.

Part (b) showed that a bound pair annihilates with amplitude ψ(0) times the free-pair amplitude at rest, with a relative error of order α.

Part (c), with muon spinors u, v at rest, J^μ = v̄γ^μu and electron speed b, gave

|J|² = 8m² (triplet), J = 0 (singlet),

b² = 1 − 4m_e²/s = 1 − m_e²/m_μ²,

Γ(n³S₁ → e⁺e⁻) = [α⁵m_μc²/(6ħn³)] · b(3 − b²)/2.

The 1³S₁ lifetime is 1.806 ps, and Γ₃γ/Γ_ee = 0.00269 for the three-photon channel.

(d) The same rate from the annihilation shift

The triplet pair can turn into a virtual photon and back, which shifts its energy. To fix the sign, let the photon have a mass M, so that it has three polarization states at rest, and let M → 0 at the end. For a pair at rest in volume L³, the argument of part (b) gives ⟨0|j(0)|pair⟩ = ψ(0)J/(2m√L³), where 2m converts the spinors to unit normalization and 1/√L³ is the centre-of-mass wave function. A quantum at rest has the field amplitude ε/√(2ML³). The interaction is e∫j·A d³x up to a sign that enters squared, and the integral gives L³. Summed over the three polarizations, the squared matrix element is

e²|ψ(0)|²|J|²/(4m² · 2M).

There are two time orderings. In the first the pair annihilates into the quantum, and the denominator is 2m − M. In the second the final pair and the quantum are created from the vacuum while the initial pair is still present, and then the quantum annihilates with the initial pair; the intermediate energy is 4m + M and the denominator is −(2m + M). The matrix elements have the same product, and the pair is a boson, so the exchange of the two pairs brings no sign. The sum is

(1/2M)[1/(2m − M) − 1/(2m + M)] = 1/(4m² − M²) = 1/(s − M²).

This is the propagator, and it is finite and positive as M → 0. For 0 < M < 2m the first term, a mixing with a state that lies lower, is positive and exceeds the negative second term in magnitude, so the level is pushed up. As M → 0 the two terms are ±1/(4mM) + 1/(8m²) + …; the divergent parts cancel, and the finite remainder 1/(4m²) comes half from each ordering. With |J|² = 8m²,

ΔE_ann = 4πα · 8m²|ψ(0)|²/(4m² · 4m²) = 2πα|ψ(0)|²/m², in SI form 2παħ³|ψ(0)|²/(m²c) = mc²α⁴/(4n³).

This term involves muons and photons alone and scales from Ps. For TM it is 0.299616 eV/4 = 0.074904 eV for n = 1.

The electron loop turns the shift into ΔE_ann(1 + Π(s)) at s = 4m_μ², where Π is complex. The argument of the logarithm is negative where x(1−x) > m_e²/s, and it approaches the negative axis from below because s + i0 enters with a minus sign; the logarithm has imaginary part −π there. Put x = (1+y)/2, so that x(1−x) = (1 − y²)/4 and dx = dy/2. The condition becomes y² < 1 − 4m_e²/s = b², and

Im Π = −2α ∫_(−b)^(b) (1 − y²)/8 dy = −2α(b − b³/3)/4 = −(α/3) · b(3 − b²)/2.

A state with time dependence e^(−iEt/ħ) decays as e^(−Γt) in probability when Im E = −ħΓ/2. Therefore

ħΓ = −2ΔE_ann Im Π = 2 · (mc²α⁴/4n³) · (α/3) · b(3 − b²)/2 = (α⁵mc²/6n³) · b(3 − b²)/2,

which is the result of part (c), mass factor included. In numbers, 2 × 0.074904 eV × 0.00243245 = 3.644×10⁻⁴ eV. The positive sign of ΔE_ann is what makes Γ positive.

The agreement also checks the given Π. Nothing in part (c) or in ΔE_ann fixes the ratio of the two masses, so the tree calculation determines Im Π for every s > 4m_e². A function that is analytic off that cut, real on the real axis below it, growing more slowly than s and vanishing at s = 0 is fixed by its imaginary part on the cut, and the given integral has these four properties. In Ps the channel has no counterpart: the binding energy puts s slightly below 4m_e², so the atom cannot decay into a free e⁺e⁻ pair.

(e) The Uehling shift

In the bound state the exchanged photon carries momentum of order αm and energy of order α²m, so it is static at leading order, s = −Q². With x = (1+y)/2 and the symmetry y → −y,

Π(−Q²) = (α/2π) ∫₀¹ (1 − y²) ln[1 + (1 − y²)Q²/4m_e²] dy.

Integrate by parts with the antiderivative y − y³/3. The boundary term vanishes at y = 0 through the antiderivative and at y = 1 through the logarithm. The derivative of the logarithm is −2yQ²/(4m_e² + (1 − y²)Q²), so

Π(−Q²) = (α/π) ∫₀¹ y(1 − y²/3) Q²/(4m_e² + (1 − y²)Q²) y dy.

Set 1 − y² = 1/t². Then y dy = dt/t³, the denominator is (4m_e²t² + Q²)/t², y = √(t² − 1)/t and 1 − y²/3 = (2/3)(1 + 1/2t²). The result is

Π(−Q²) = (2α/3π) ∫₁^∞ dt w(t) Q²/(Q² + 4m_e²t²), w(t) = (1 + 1/2t²)√(t² − 1)/t².

The weight is t⁻¹ b(3 − b²)/2 evaluated at s = 4m_e²t²: the function that governs the decay to real pairs also weights the virtual pairs of invariant mass 2m_e t. Since w ≥ 0, Π(−Q²) is positive and the attraction is strengthened at short distance.

The Coulomb potential has the Fourier transform −4παħc/q², with wave number q and Q = ħq. The loop adds this times Π, in which each term becomes −4παħc/(q² + k²) with

k = 2t/ƛ_e, ƛ_e = ħ/(m_ec) = 3.86159×10⁻¹³ m.

Because (−∇² + k²)(e^(−kr)/r) = 4πδ³(r), the transform 4π/(q² + k²) belongs to e^(−kr)/r, and the Uehling potential is

U(r) = −(αħc/r)(2α/3π) ∫₁^∞ dt w(t) e^(−2tr/ƛ_e).

Its range is ƛ_e/2 at most. The first-order shift needs f(x) = a⟨e^(−kr)/r⟩ with x = ka = 2βt, where

β = a/ƛ_e = 2m_e/(αm).

For 1S, f = ∫4ρ e^(−(2+x)ρ)dρ = 4/(2 + x)² = 1/(1 + βt)². Hence

ΔE_1S = −(αħc/a)(2α/3π) I, I = ∫₁^∞ w(t) dt/(1 + βt)².

For TM, β = 5.11855/3.86159 = 1.3255. The Bohr radius is comparable with ƛ_e, so β is not large and the integral must be kept whole. Quadrature gives I = 0.111363. With αħc/a = 2813.23 eV, twice the binding energy, the prefactor is 2813.23 eV × (2/3) × 0.00232282 = 4.35641 eV, where 0.00232282 is α/π, and

ΔE_1S = −4.35641 eV × 0.111363 = −0.485143 eV.

Relative to the binding energy this is (4α/3π)I = 3.449×10⁻⁴. The shift has the form α³m_μc² times a function of β, two powers of α lower than the α⁵mc² of a loop as heavy as the constituents, because β is of order one here rather than 2/α; numerically it is of the size of m_μc²α⁴ = 0.30 eV because 1/(3π) and I are small.

The program checks this value in two ways. One integrates in momentum space, ΔE = −(2αħc/π)∫₀^∞ dq Π(−ħ²q²)F(q), which follows from d³q/(2π)³ = q²dq/(2π²), with the Feynman-parameter Π and the 1S form factor F = 1/(1 + q²a²/4)²; it gives −0.485143 eV. The other solves the radial equation on a grid with +U and with −U added, and compares half the difference of the eigenvalues with the formula, to a relative tolerance of 10⁻⁴.

For β ≫ 1 the factor 1/(1 + βt)² becomes 1/(βt)², which corresponds to replacing U by a δ-function. With z = 1/t, w dt = (1 + z²/2)√(1 − z²) dz/z, so

∫w dt/t² = ∫₀¹ (z + z³/2)√(1 − z²) dz = 1/3 + (1/2)(2/15) = 2/5.

Using αħc/a = mc²α²/2 and 1/β² = α²m²/(4m_e²),

ΔE_contact = −(mc²α²/2)(2α/3π)(2/5) α²m²/(4m_e²) = −α⁵m³c²/(30π m_e²).

Since 1/(1 + βt)² < 1/(βt)² for every t, the contact value always exceeds the true 1S shift in magnitude. The next term of the expansion is −2/(βt)³, and ∫w dt/t³ = ∫(z² + z⁴/2)√(1 − z²)dz = π/16 + π/64 = 5π/64, so the shift is ΔE_contact[1 − 25π/(64β) + …].

For Ps, β = 2/α = 274.072 and the contact value is −α⁵m_ec²/30π = −1.12196×10⁻⁷ eV. The full integral gives −1.11695×10⁻⁷ eV, a ratio of 0.9955, which is also the value of 1 − 25π/(64 × 274.072). That difference is of relative order α and comes from momenta of order m_ec, where the static nonrelativistic treatment of the constituents itself fails, so for Ps only the contact term is meaningful.

For TM the contact formula gives 1.12196×10⁻⁷ eV × 206.768³ = 0.9918 eV in magnitude, 2.04 times the true shift. The first correction 25π/(64β) = 0.93 is close to one, so the first two terms give only 0.15 of the true shift. The series in 1/β does converge, because βt > 1 for every t ≥ 1 when β > 1, but it alternates and converges slowly: about sixteen terms are needed to come within roughly 1 %, so a truncation after a few terms is of no use. Scaling the Ps shift by one power of the mass ratio gives 1.11695×10⁻⁷ eV × 206.768 ≈ 2.3×10⁻⁵ eV in magnitude, with two figures meaningful for the reason just given. By the rule of part (a) this is the effect of a muon loop in the exchanged photon, and it is smaller than the Uehling shift of the electron loop by a factor of about 2×10⁴. For the triplet the muon loop also enters the annihilation photon of part (d), at the same order α⁵m_μc². With m_μ in the loop and s = 4m_μ² the logarithm in Π is ln y², so Π = (α/π)∫₀¹(1 − y²) ln y dy = −8α/9π. The level then moves by ΔE_ann Π = −1.5×10⁻⁴ eV, about seven times the exchange term.

(f) Accuracy

Two corrections to the rate follow from what has been derived. First, keeping the full factor 1/(1 − Π) in part (d) gives Im[1/(1 − Π)] = Im Π/|1 − Π|² ≈ Im Π(1 + 2Re Π), so the rate rises by the fraction 2Re Π(4m_μ²). For s ≫ m_e² the logarithm has real part ln(s/m_e²) + ln[x(1−x)] except near the end points, where the weight x(1−x) vanishes. With ∫x(1−x)dx = 1/6 and ∫x(1−x)ln[x(1−x)]dx = 2∫(x − x²)ln x dx = 2(−1/4 + 1/9) = −5/18,

Re Π ≈ (α/3π)[ln(s/m_e²) − 5/3].

Here ln(4 × 206.768²) = 12.05, and 2Re Π = (2/3) × 0.00232282 × (12.05 − 1.667) = 0.0161 relative to the leading rate. The electron mass, which changes the tree rate by only two parts in 10¹⁰, returns through this logarithm.

Second, U pulls the wave function inward. The part of |ψ(0)|² odd in U, read from the grid solutions near the origin, is +0.00246 relative to the Coulomb value, close to α/π. The program confirms it, to 10⁻³ of itself, with the identity |ψ(0)|² = (m/4πħ²)⟨dV/dr⟩ of part (a), which still applies because U diverges only as (ln r)/r and Uu² → 0.

These two terms add to about 1.9 % of the rate and the three-photon channel adds 0.27 %. Other terms of relative order α, among them the photonic corrections at the muon and electron vertices, muon and hadron loops, and the error estimated in part (b), are not computed, and their signs are not determined here. The supported statement is τ(1³S₁) ≈ 1.8 ps.

For the Uehling shift, the part of the grid eigenvalue even in U gives the second-order term, −3.2×10⁻⁴ eV, below 0.1 % of the first-order shift and negative, as second-order shifts of a ground state must be. Two-loop polarization is of relative order α/π with a coefficient not computed here, so the shift is −0.49 eV, with the third figure of −0.485 eV uncertain. Coulomb plus Uehling binding is 1406.61 + 0.49 = 1407.1 eV. This is not the full binding energy: terms of order m_μc²α⁴ = 0.30 eV, of which ΔE_ann is one, enter the last figure. The binding is 1.4 keV, or 1407 eV to the nearest eV if their coefficients are of order one or less.

**Variation 1: the n = 2 levels**

Find the binding energy at n = 2, the lifetime of 2³S₁ against e⁺e⁻ decay, and the Uehling contribution to E(2P) − E(2S).

The binding is 1406.61 eV/4 = 351.653 eV. The rate follows |ψ(0)|² ∝ 1/n³, so the lifetime against this channel is 8 × 1.80629 ps = 14.45 ps. P states have ψ(0) = 0 and do not annihilate at this order.

With p = 1 + x and the functions of part (a),

f_2S = (1/2)∫(ρ − ρ² + ρ³/4)e^(−pρ)dρ = (1/2)(1/p² − 2/p³ + 3/(2p⁴)) = (2p² − 4p + 3)/(4p⁴).

The numerator is 2 + 4x + 2x² − 4 − 4x + 3 = 1 + 2x², so

f_2S = (1 + 2x²)/[4(1 + x)⁴], f_2P = (1/24)∫ρ³e^(−pρ)dρ = 1/[4(1 + x)⁴].

Both tend to 1/4 at x = 0, where the potential is Coulombic and cannot split the levels. At large x, f_2S → 1/(2x²), one eighth of f_1S → 4/x², as the densities at the origin require, while f_2P falls as x⁻⁴. With x = 2βt the integrals ∫w f dt are 0.0133686 and 0.000328182, and the prefactor 4.35641 eV gives

ΔE_2S = −0.0582 eV, ΔE_2P = −0.00143 eV, E(2P) − E(2S) = +0.0568 eV.

The difference f_2S − f_2P = x²/[2(1 + x)⁴] is positive, so the loop puts 2S below 2P for any β. Both shifts are checked against the grid eigenvalues in the same way as 1S. The ratio of the 2S to the 1S shift is 0.0582391/0.485143 = 0.120, near the contact value 1/8 although the contact formula itself fails by a factor of two. The 0.0568 eV is one contribution to the splitting, since the terms proportional to m_μc²α⁴ also depend on l and on spin; they are not computed here.

**Variation 2: a different mass in the loop**

Replace the electron by a lepton of unit charge and mass M_f. Describe how the triplet decay rate and the 1S shift depend on M_f.

The derivations never used m_e ≪ m_μ, so the rate is (α⁵m_μc²/6ħ) · b(3 − b²)/2 with b² = 1 − M_f²/m_μ², and the shift is that of part (e) with β = 2M_f/(αm_μ). The rate feels the ratio M_f/m_μ, because the pair is made at s = 4m_μ². The shift feels M_f/(αm_μ), because the exchanged momentum is ħ/a.

The rate factor has derivative (3/2)(1 − b²) ≥ 0 with respect to b, so it falls steadily from 1 as M_f grows. At M_f = 0.6 m_μ, b = 0.8 and the factor is 0.8 × (3 − 0.64)/2 = 0.944; the program tests both the spinor calculation and Im Π at this ratio. Near M_f = m_μ the factor goes to zero as 3b/2. There the tree result fails, because a slow final pair has Coulomb corrections of relative order α/b. Above m_μ the channel is closed.

For M_f ≫ αm_μ the shift is the contact term −α⁵m_μ³c²/(30πM_f²). At M_f = m_μ one has β = 274.072 and the shift −2.3×10⁻⁵ eV, the scaled Ps value. These are shifts from the exchanged photon only. The triplet also moves by ΔE_ann Re Π(4m_μ²), which is +6×10⁻⁴ eV for the electron, about a thousandth of its Uehling shift, but is larger than the exchange term at M_f = m_μ, as in part (e). For M_f ≪ αm_μ, w → 1/t at large t and 1/(1 + βt)² cuts the integral at t ~ 1/β, so I ≈ ln(1/β) to leading logarithm and

ΔE_1S ≈ −(m_μc²α²/4) · 2 · (2α/3π) ln(1/β).

This is the change of −m_μc²α²/4 under α → α(1 + Π), with the leading logarithm Π(−Q²) ≈ (α/3π) ln(Q²/M_f²c²) taken at Q = ħ/a. A light loop makes the coupling run, and a heavy loop acts as a δ-function. The electron in true muonium, with β = 1.3255, lies between the two regimes, and neither limit describes it.

Calculated quantities

```
1/alpha = 137.036
m_mu c^2 = 105.658 MeV
m_e c^2 = 0.510999 MeV
m_mu/m_e = 206.768
hbar = 1.05457e-34 J s
m_mu c^2/hbar = 1.60523e+23 1/s
alpha^5 = 2.06932e-11
a(Ps) = 1.05835e-10 m
a(TM) = 5.11855e-13 m
lam_e = 3.86159e-13 m
binding Ps 1S = 6.80285 eV
binding TM 1S = 1406.61 eV
binding TM 1S = 2.25364e-16 J
binding TM 1S, grid = 1406.61 eV
binding TM n=2 = 351.653 eV
|psi(0)|^2 TM 1S = 2.37361e+36 1/m^3
sigma v triplet->ee = 2.33241e-25 m^3/s
1 - mass factor, 6(m_e^2/s)^2 = 2.05161e-10
Gamma 1S triplet->ee = 5.53622e+11 1/s
hbar Gamma = 0.000364401 eV
tau 1S triplet->ee = 1.80629 ps
tau 2S triplet->ee = 14.4503 ps
c tau 1S triplet = 0.000541511 m
Gamma TM singlet->2g = 1.66087e+12 1/s
tau TM singlet->2g = 0.602095 ps
tau Ps singlet->2g = 124.494 ps
3g sigma v coefficient, numeric = 1.54596
2(pi^2-9)/(9 pi) = 0.0615119
Gamma TM triplet->3g = 1.49104e+09 1/s
tau TM triplet->3g alone = 670.673 ps
tau Ps triplet->3g = 138674 ps
Gamma_3g/Gamma_ee = 0.00269325
m_mu c^2 alpha^4 = 0.299616 eV
dE_ann TM 1S = 0.074904 eV
Im Pi(4 m_mu^2) = -0.00243245
2 Re Pi(4 m_mu^2) = 0.0160782
beta TM = 1.3255
beta Ps = 274.072
alpha hbar c/a (TM) = 2813.23 eV
prefactor (alpha hbar c/a) 2alpha/3pi = 4.35641 eV
integral w f, 1S = 0.111363
integral w f, 2S = 0.0133686
integral w f, 2P = 0.000328182
Uehling TM 1S = -0.485143 eV
Uehling TM 2S = -0.0582391 eV
Uehling TM 2P = -0.00142969 eV
Uehling TM 1S, momentum space = -0.485143 eV
Uehling E(2P)-E(2S) = 0.0568094 eV
contact formula TM 1S = -0.991807 eV
contact/true = 2.04436
Uehling Ps 1S = -1.11695e-07 eV
contact formula Ps 1S = -1.12196e-07 eV
muon loop TM 1S (scaled Ps) = -2.3095e-05 eV
second order in U, TM 1S = -0.000322607 eV
Uehling 1S / binding = 0.000344901
Coulomb+Uehling binding 1S = 1407.1 eV
Uehling rel. change of |psi(0)|^2 = 0.0024597
alpha/pi = 0.00232282
```
